\section*{Valley-polarized modes at a bias-reversal wall in Bernal bilayer graphene}

\section{The model and the abrupt wall}

\textbf{Q.} A perpendicular field opens a gap in Bernal bilayer graphene. If its sign changes along a line, the gap closes there. Why should that give more than an ordinary potential well, with as many modes running forward as backward?

\textbf{A.} Take the wall along $x$, a zigzag direction, and let layers 1 and 2 have potential energies $+u(y)$ and $-u(y)$, with $u\to\pm U$ for $y\to\pm\infty$ and $U>0$. The wall is straight, so the wavenumber along it is conserved. I call it $k$, measured from the centre of valley $\xi=\pm1$. The two valleys project to different momenta along a zigzag line, and they do not mix. Interactions enter only through the mean potential $u$, and spin is a twofold copy.

In the order (A1, B1, A2, B2), with B1 above A2, the nearest-neighbour Hamiltonian is
\begin{equation}
H_4=\begin{pmatrix}u&v\pi^\dagger&0&0\\ v\pi&u&\gamma_1&0\\0&\gamma_1&-u&v\pi^\dagger\\0&0&v\pi&-u\end{pmatrix},\qquad
\begin{aligned}\pi&=\hbar(\xi k+\partial_y),\\ \pi^\dagger&=\hbar(\xi k-\partial_y).\end{aligned}
\end{equation}
The first form follows from $\pi=\xi p_x+ip_y$ with $p_y=-i\hbar\partial_y$.

\textbf{Q.} Four components with a jump in $u$ will not give a readable answer.

\textbf{A.} For $|E|,U\ll\gamma_1$ the second and third rows are dominated by $\gamma_1$:
\begin{equation}
\gamma_1A_2\simeq-v\pi A_1,\qquad \gamma_1B_1\simeq-v\pi^\dagger B_2 .
\end{equation}
The first and fourth rows then become
\begin{equation}
EA_1=uA_1-\frac{v^2}{\gamma_1}\pi^{\dagger2}B_2,\qquad
EB_2=-uB_2-\frac{v^2}{\gamma_1}\pi^2A_1 .
\end{equation}
The dropped terms are smaller by a factor of order $U/\gamma_1$. Now define
\begin{equation}
\ell=\frac{\hbar v}{\sqrt{\gamma_1U}},\quad s=\frac{y}{\ell},\quad \varepsilon=\frac EU,\quad p=-\xi k\ell .
\end{equation}
Then $\pi=(\hbar/\ell)(\partial_s-p)$ and $\pi^\dagger=-(\hbar/\ell)(\partial_s+p)$; the minus sign disappears on squaring, and $v^2\hbar^2/(\gamma_1\ell^2)=U$. With $\psi_A=A_1$ and $\psi_B=-B_2$, the Hamiltonian in units of $U$ for an abrupt wall is
\begin{equation}
h=\begin{pmatrix}S&(\partial_s+p)^2\\(\partial_s-p)^2&-S\end{pmatrix},\qquad S=\operatorname{sgn}s .
\label{h}
\end{equation}
The valley index appears only inside $p$. Hence $E_\xi(k)=E_{-\xi}(-k)$: whatever velocity a mode has in one valley, its partner in the other has the opposite one.

\textbf{Q.} That relates the valleys, but within one valley the modes could still run both ways.

\textbf{A.} We have to solve for them. Reflection $s\to-s$ exchanges $(\partial_s+p)^2$ with $(\partial_s-p)^2$ and reverses $S$. Exchanging the components as well restores $h$, so bound states can be chosen with
\begin{equation}
\psi_B(s)=P\,\psi_A(-s),\qquad P=\pm1 .
\end{equation}
It is enough to work at $s>0$, where $S=1$ and $h\psi=\varepsilon\psi$ reads
\begin{equation}
(1-\varepsilon)\psi_A=-(\partial_s+p)^2\psi_B,\qquad (\partial_s-p)^2\psi_A=(1+\varepsilon)\psi_B .
\end{equation}
Applying $(\partial_s-p)^2$ to the first equation and using the second gives $(1-\varepsilon^2)\psi_B=-(\partial_s^2-p^2)^2\psi_B$. For $\psi_B\propto e^{-\kappa s}$,
\begin{equation}
(\kappa^2-p^2)^2=\varepsilon^2-1,\qquad \kappa^2=p^2\pm i\sqrt{1-\varepsilon^2}.
\end{equation}
For $|\varepsilon|<1$ two roots decay, $\kappa=\alpha+i\beta$ and $\kappa^*$, with $\alpha,\beta>0$ and
\begin{equation}
\alpha^2-\beta^2=p^2,\qquad 2\alpha\beta=\sqrt{1-\varepsilon^2}.
\label{ab}
\end{equation}
The solution on the right is therefore
\begin{align}
\psi_B&=c\,e^{-\kappa s}+d\,e^{-\kappa^*s},\\
\psi_A&=-g\,c\,e^{-\kappa s}-g^*d\,e^{-\kappa^*s},\qquad g=\frac{(\kappa-p)^2}{1-\varepsilon}.
\end{align}

\textbf{Q.} What is matched at the wall?

\textbf{A.} The jump in $u$ is finite and the equations are of second order, so both components and both slopes are continuous. With the parity relation this means $\psi_B(0)=P\psi_A(0)$ and $\psi_B'(0)=-P\psi_A'(0)$, or
\begin{align}
(1+Pg)c+(1+Pg^*)d&=0,\\
\kappa(1-Pg)c+\kappa^*(1-Pg^*)d&=0 .
\end{align}
The determinant is a number minus its complex conjugate, so a solution exists when
\begin{equation}
\operatorname{Im}\left[\kappa^*(1+Pg)(1-Pg^*)\right]=0 .
\end{equation}
The product of brackets is $1-|g|^2+2iP\operatorname{Im}g$, and $\kappa^*=\alpha-i\beta$. The condition is
\begin{equation}
\beta(1-|g|^2)=2P\alpha\operatorname{Im}g .
\label{cond}
\end{equation}
By (\ref{ab}), $|\kappa-p|^2=(\alpha-p)^2+\beta^2=2\alpha(\alpha-p)$, while $\operatorname{Im}(\kappa-p)^2=2(\alpha-p)\beta$. Define
\begin{equation}
t=|g|=\frac{2\alpha(\alpha-p)}{1-\varepsilon}>0 .
\end{equation}
Then $2\alpha\operatorname{Im}g=2t\beta$. Since $\beta\neq0$, (\ref{cond}) becomes
\begin{equation}
t^2+2Pt-1=0\quad\Rightarrow\quad t=\sqrt2-P .
\end{equation}
The other root is negative and is excluded.

\textbf{Q.} This fixes $t$, not the dispersion.

\textbf{A.} One more product is needed:
\begin{equation}
2\alpha(\alpha-p)\,2\alpha(\alpha+p)=4\alpha^2\beta^2=1-\varepsilon^2 .
\end{equation}
Dividing by $2\alpha(\alpha-p)=t(1-\varepsilon)$ gives $2\alpha(\alpha+p)=(1+\varepsilon)/t$. Because $(\sqrt2-P)(\sqrt2+P)=1$, we have $1/t=\sqrt2+P$. The sum and difference of the two expressions are
\begin{align}
4\alpha^2&=(1+\varepsilon)(\sqrt2+P)+(1-\varepsilon)(\sqrt2-P)=2(\sqrt2+P\varepsilon),\\
4\alpha p&=(1+\varepsilon)(\sqrt2+P)-(1-\varepsilon)(\sqrt2-P)=2(P+\sqrt2\,\varepsilon).
\end{align}
Therefore
\begin{equation}
p_P(\varepsilon)=\frac{P+\sqrt2\,\varepsilon}{\sqrt{2(\sqrt2+P\varepsilon)}} .
\label{disp}
\end{equation}
Conversely, these $\alpha$ and $p$ satisfy (\ref{ab}) for every $|\varepsilon|<1$, because $(\sqrt2+P\varepsilon)^2-(P+\sqrt2\varepsilon)^2=1-\varepsilon^2$. Each parity thus supplies one mode at each energy in the gap, two in all.

\textbf{Q.} And their directions?

\textbf{A.} Write $M=\sqrt2+P\varepsilon$ and $N=P+\sqrt2\varepsilon$, so that $p=N/\sqrt{2M}$. Then
\begin{equation}
\frac{dp}{d\varepsilon}=\frac1{\sqrt M}-\frac{PN}{2\sqrt2M^{3/2}}
=\frac{2\sqrt2M-PN}{2\sqrt2M^{3/2}}
=\frac{3+\sqrt2P\varepsilon}{2\sqrt2(\sqrt2+P\varepsilon)^{3/2}}>0 .
\end{equation}
Both modes have the same sign of slope throughout the gap. Since $p=-\xi k\ell$,
\begin{equation}
v_x=\frac1\hbar\frac{dE}{dk}=-\xi\,\frac{U\ell}{\hbar}\left(\frac{dp}{d\varepsilon}\right)^{-1}.
\label{vel}
\end{equation}
Both run along $-x$ in valley $\xi=+1$ and along $+x$ in valley $\xi=-1$. In (\ref{h}), reversing the wall is the reflection $y\to-y$, which changes $p$ to $-p$ and reverses all velocities. With the skew hopping $\gamma_3$ added below, reversal still flips the directions but also changes the magnitudes.

At midgap $p=\pm2^{-3/4}=\pm0.5946$, and (\ref{vel}) gives $|v_x|=(2^{9/4}/3)\,v\sqrt{U/\gamma_1}$. A weaker bias makes the modes slower and, since $\ell\propto U^{-1/2}$, broader. At $p=0$ the energies are $-PU/\sqrt2$.

As a test, (\ref{h}) was diagonalized in plane waves in a periodic cell of length $40\ell$, which holds a second, opposite wall far away. At $p=-0.9,-0.3,0.2,0.7$ it gave the expected six wall states with $|\varepsilon|<0.97$, and none at $p=1.6$. Their momenta agree with (\ref{disp}) to $3\times10^{-5}$ in $p$.

\section{Other wall shapes}

\textbf{Q.} No gate makes a step. Perhaps the matching conditions produced the result.

\textbf{A.} The net count does not depend on them. Let $T$ be the kinetic part of $h$. Its square is $(\partial_s^2-p^2)^2$ in each component, which is at least $p^4$, so $\|T\psi\|\ge p^2\|\psi\|$. A bound state also obeys $T\psi=(\varepsilon-\sigma_zu/U)\psi$. Hence
\begin{equation}
p^2\le|\varepsilon|+\max|u|/U .
\end{equation}
Beyond a finite $|p|$ there is no state at energy $\varepsilon$.

Now deform the step continuously into any bounded profile with the same limits $\pm U$. The continuum far from the wall stays at $|\varepsilon|\ge\sqrt{1+p^4}\ge1$. Count the levels that cross a fixed $\varepsilon$ in the gap as $p$ rises, upward crossings minus downward ones. That number could change only if a level passed through $\varepsilon$ at the ends of the $p$ range or came out of the continuum there, and neither can happen. It stays at $+2$, which is a net $-2\xi$ along $x$.

\textbf{Q.} Net two is weaker than two.

\textbf{A.} Yes, and for a general wall it is the correct statement. The argument does not exclude extra pairs, one forward and one backward. Semiclassically they are expected in a wide enough wall: at fixed $E\ne0$ there is a strip with $|u(y)|<|E|$ where motion is allowed, and its width grows with that of the wall, so that more transverse states fit in.

\textbf{Q.} Does the sign reversal matter, or merely the place where $u=0$?

\textbf{A.} The reversal matters. If $u\to+U$ on both sides, the profile can be deformed into uniform $u=U$, which has no bound states, so the net count is zero even if $u$ touches zero on the way.

\textbf{Q.} You still rely on two bands.

\textbf{A.} Return to $H_4$ with constant $u$ and set $X=\hbar^2v^2(k^2+k_y^2)$. Eliminating $A_1$ and $B_2$ from $H_4\psi=E\psi$ leaves
\begin{align}
\left[(E-u)-\frac{X}{E-u}\right]B_1&=\gamma_1A_2,\\
\left[(E+u)-\frac{X}{E+u}\right]A_2&=\gamma_1B_1 .
\end{align}
Multiplying them gives
\begin{equation}
X^2-2X(E^2+u^2)+(E^2-u^2)^2-\gamma_1^2(E^2-u^2)=0 .
\end{equation}
A real $X$ needs a non-negative discriminant, $4E^2u^2+\gamma_1^2(E^2-u^2)\ge0$. For $|u|=U$ the bulk edge is therefore
\begin{equation}
E_{\rm edge}=\frac{U\gamma_1}{\sqrt{\gamma_1^2+4U^2}},
\end{equation}
reached at $X=E^2+U^2$. It is positive for every $\gamma_1$. At $u=0$ the same equation gives $|E|=\sqrt{\gamma_1^2/4+X}\pm\gamma_1/2$, which is at least $\sqrt{\gamma_1^2/4+\hbar^2v^2k^2}-\gamma_1/2$ and grows with $|k|$, so gap states are again confined to a finite range of $k$. Now raise $\gamma_1$ at fixed $\gamma_1/v^2$. The midgap count cannot change on the way, and the corrections to the two-band model vanish as $U/\gamma_1$. Its crossings have nonzero slope and survive small corrections. The four-band net count is thus also $-2\xi$.

A tight-binding lattice with an abrupt wall and $E=0.2U$ tests this without any expansion about the valley. It has two modes in valley $+1$, both moving along $-x$. The larger deviation of $k\ell$ from (\ref{disp}) is 0.048 at $U=50$ meV and 0.011 at 10 meV, so it shrinks with $U/\gamma_1$.

\section{A gated bilayer in numbers}

\textbf{Q.} Give me a device, with the couplings you have left out.

\textbf{A.} Take rough typical hopping energies, $\gamma_0=3.1$ eV between neighbours within a layer and $\gamma_1=0.38$ eV between B1 and A2. With the lattice constant set to $a=0.246$ nm, expanding the in-plane hopping about the valley centre gives $\hbar v=\sqrt3\,a\gamma_0/2=0.660$ eV nm. Let $U=50$ meV and put the Fermi energy 10 meV above midgap, $\varepsilon=0.2$. Then
\begin{equation}
\ell=\frac{0.660}{\sqrt{0.38\times0.05}}\ \text{nm}=4.79\ \text{nm}.
\end{equation}
For $P=+1$, (\ref{disp}) gives
\begin{equation}
p=\frac{1+0.283}{\sqrt{2(1.414+0.2)}}=0.714,\qquad k=-\frac{0.714}{4.79\ \text{nm}}=-0.149\ \text{nm}^{-1}
\end{equation}
in valley $+1$. For $P=-1$, $p=-0.460$ and $k=+0.096$ nm$^{-1}$. The velocities are $-6.4\times10^5$ and $-5.1\times10^5$ m/s, and the amplitudes decay over $\ell/\alpha=5.3$ and 6.1 nm.

The fuller lattice model has a wall $u=U\tanh(y/w)$ with $w=10$ nm, the skew interlayer hoppings $\gamma_3=0.30$ eV and $\gamma_4=0.14$ eV, and a dimer-site shift of 0.02 eV, again rough values. The matrix elements are $-\gamma_0$ within a layer, $+\gamma_1$ for B1--A2, $-\gamma_3$ for A1--B2 and $+\gamma_4$ for A1--A2 and B1--B2. At the same Fermi energy valley $+1$ has
\begin{center}
\begin{tabular}{ccc}
& $k$ (nm$^{-1}$) & $v_x$ ($10^5$ m/s)\\
formula & $-0.149,\ 0.096$ & $-6.4,\ -5.1$\\
lattice & $-0.108,\ 0.066$ & $-5.9,\ -2.0$
\end{tabular}
\end{center}
Valley $-1$ has the same modes with $k$ and $v_x$ reversed. The lattice row depends on the sign of the A1--B2 element relative to $\gamma_1$, which no choice of orbital phases removes. With $+\gamma_3$, the sign suggested by the $p_z$ overlaps, the same wall gives $k=-0.138,\ 0.065$ nm$^{-1}$ and $v_x=-4.5,\ -4.3\times10^5$ m/s. Keeping $-\gamma_3$ and reversing the wall gives $k=-0.066,\ 0.140$ nm$^{-1}$ and $v_x=4.3,\ 4.4\times10^5$ m/s. The number of modes is the same in every case, and their direction follows the wall. Lengthening the periodic cell from 160 to 220 nm moves $k$ by $3\times10^{-9}$ nm$^{-1}$.

\textbf{Q.} One velocity is off by more than a factor of two.

\textbf{A.} For this sign of $\gamma_3$ and this wall orientation it is 61\% below the formula, and the momenta are about 30\% smaller in magnitude; with the opposite sign the two speeds are 30\% and 16\% low. The closed formula gives the count and direction here, but only a rough size for the rest. For an abrupt wall without the added couplings the momentum error was at most $0.048/\ell=0.010$ nm$^{-1}$, against 0.03 to 0.04 nm$^{-1}$ now. Most of the momentum difference therefore comes from the finite width and the added couplings together. For the slower mode the velocity, in $10^5$ m/s, is $-4.5$ for the abrupt wall without added couplings, $-3.1$ at $w=10$ nm, and $-1.9$ when $\gamma_3$ alone is then added.

The added couplings also make the bulk gap asymmetric, from $-42.6$ to $+48.8$ meV, against $\pm48.4$ meV without them. The Fermi energy remains inside it, now about 7 meV above its middle. A 20 nm wall at $E=30$ meV still has two modes along $-x$ in valley $+1$ and none along $+x$; at 33 meV it has an extra pair, three along $-x$ and one along $+x$. The control, $u=U\tanh(|y|/w)$ with $w=10$ nm, touches zero without reversing and has no wall mode at 10 meV.

\textbf{Q.} What would a current measurement see?

\textbf{A.} In the ideal case two modes per spin run along $-x$, both from valley $+1$, and two along $+x$, both from valley $-1$. Spin doubles each number, giving four channels each way, so the two-terminal conductance is
\begin{equation}
G_0=\frac{4e^2}{h}=155\ \mu\text{S},
\end{equation}
or 6.45 k$\Omega$, for perfect contacts and no backscattering.

\textbf{Q.} Which of these assumptions does a real device break?

\textbf{A.} Split gates in hexagonal boron nitride are the natural realization. Their walls may well be wider than 10 nm, which favours extra pairs at energies well away from midgap. The bias itself is reasonable: $2U=100$ meV across a layer spacing set to 0.335 nm is a field of 3.0 MV/cm. The computed layer imbalance of $4.3\times10^{12}$ cm$^{-2}$ screens the gates, so the required $D/\epsilon_0$ is about 6.9 MV/cm. These values are for $H_4$; summing the lattice bands over the whole zone with the added couplings gives $4.5$ to $4.7\times10^{12}$ cm$^{-2}$ and 7.1 to 7.2 MV/cm, depending on the sign of $\gamma_3$. This estimate leaves out polarization within each layer, which would raise it. With a rough permittivity of 3.5 the boron nitride carries about 2 MV/cm, below its breakdown field of very roughly 10 MV/cm.

The least secure assumption is valley conservation. Atomic-scale defects and rough edges can turn a mode of one valley into a counter-propagating mode of the other; nothing above forbids it. If such events add incoherently, with one mean free path $\lambda$ shared by all modes, a wall of length $L$ has $G=G_0/(1+L/\lambda)$, half the ideal value at $L=\lambda$. The present model does not supply $\lambda$.

Temperature sets another limit. The factor $\exp[-(E_c-E_F)/k_BT]$ for reaching the bulk conduction edge $E_c$ is about $10^{-49}$ at 4 K, where thermal activation is negligible. At 300 K it is 0.22, and the bulk conducts alongside the wall.

\section*{Computed values}
\begin{verbatim}
two-band states tested: 6
largest error of p: 2.7e-05; of slope (relative): 4.1e-05
p at E=0: 0.5946 and -0.5946
E/U at p=0: -0.7071 and 0.7071
lattice-formula gap in k*ell, abrupt wall, U=10 meV: 0.0113
same, U=50 meV: 0.0481
gamma0, gamma1 = 3.1, 0.38 eV
gamma3, gamma4, dimer shift = 0.3, 0.14, 0.02 eV
lattice constant = 0.246 nm; hbar*v = 0.6604 eV nm
Dirac velocity = 10.03 x 1e5 m/s
U = 50 meV; Fermi energy = 10 meV
U/gamma1 = 0.132; ell = 4.791 nm; w = 10 nm
formula, xi=+1, P=+1: p = 0.7140, k = -0.1490 1/nm
   velocity = -6.431 x 1e5 m/s, amplitude decay = 5.33 nm
formula, xi=+1, P=-1: p = -0.4602, k = 0.0961 1/nm
   velocity = -5.069 x 1e5 m/s, amplitude decay = 6.15 nm
full lattice, xi=+1: k = -0.1077 1/nm, velocity = -5.852 x 1e5 m/s
full lattice, xi=+1: k = 0.0663 1/nm, velocity = -1.963 x 1e5 m/s
full lattice, xi=-1: k = -0.0663 1/nm, velocity = 1.963 x 1e5 m/s
full lattice, xi=-1: k = 0.1077 1/nm, velocity = 5.852 x 1e5 m/s
shift of k, cell 160 -> 220 nm: 3.1e-09 1/nm
w=20 nm, E=30 meV, xi=+1: 0 forward, 2 backward
control without sign reversal: 0 forward, 0 backward
four-band edge: lattice 48.35, formula 48.35 meV
full bulk edges: -42.60 and 48.84 meV
forward channels with spin, both valleys: 4
ballistic conductance = 155.0 uS (6.453 kohm)
T = 4 K: kT = 0.34 meV, bulk activation factor = 1.2e-49
T = 300 K: kT = 25.85 meV, bulk activation factor = 2.2e-01
layer density difference = 4.28e+12 1/cm2
field between layers = 2.99 MV/cm
D/epsilon0 with screening = 6.86 MV/cm
field in hBN (permittivity 3.5) = 1.96 MV/cm
\end{verbatim}
